# Choosing Cell Size and Correlation Range for fcc Quasirandom Structures: verification in Python

```python
"""Special quasirandom structures (SQS) on fcc at equal composition.

Result under test: filtering all N-site supercells and balanced fillings,
figure by figure, gives the lexicographic minimum of |Pi|, where Pi is the
symmetry-averaged spin product of a pair or triplet (random alloy: Pi = 0).
The first non-zero Pi marks the first mismatched shell; one must exist.

Symbols: spin +1 = A, -1 = B; Cartesian vectors r in units of a/2;
n = integer coordinates on primitive vectors; H = Hermite normal form whose
rows span the superlattice; shell m has |r|^2 = 2m; K = orientations per site;
J = pair energy in E = sum over bonds of J s s (J < 0 favours clustering).
"""
from collections import namedtuple
from fractions import Fraction
from functools import lru_cache
from itertools import combinations, permutations, product
import numpy as np
from scipy import constants as const

PRIM = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
OPS = [np.diag(sg)[list(p)] for p in permutations(range(3))
       for sg in product((1, -1), repeat=3)]
Figure = namedtuple("Figure", "shell size edges offsets")


def lattice_coords(r):
    r = np.asarray(r)
    return (r.sum(-1, keepdims=True) - 2 * r) // 2


def hermite(rows):
    m = [[int(x) for x in r] for r in rows]
    for c in range(3):
        while True:
            live = [r for r in range(c, 3) if m[r][c]]
            p = min(live, key=lambda r: abs(m[r][c]))
            m[c], m[p] = m[p], m[c]
            if len(live) == 1:
                break
            for r in range(c + 1, 3):
                q = m[r][c] // m[c][c]
                m[r] = [x - q * y for x, y in zip(m[r], m[c])]
        if m[c][c] < 0:
            m[c] = [-x for x in m[c]]
        for r in range(c):
            q = m[r][c] // m[c][c]
            m[r] = [x - q * y for x, y in zip(m[r], m[c])]
    return tuple(tuple(r) for r in m)


def rotated(H, op):
    return hermite(lattice_coords(np.array(H) @ PRIM @ op))


def all_cells(N):
    cells = []
    for p in range(1, N + 1):
        for q in range(1, N + 1):
            if N % (p * q) == 0:
                r = N // (p * q)
                cells += [((p, b, c), (0, q, e), (0, 0, r))
                          for b in range(q) for c in range(r) for e in range(r)]
    return cells


@lru_cache(None)
def distinct_cells(N):
    seen, kept = set(), []
    for H in all_cells(N):
        if H not in seen:
            kept.append(H)
            seen.update(rotated(H, op) for op in OPS)
    return kept


def class_of(H, n):
    n = np.array(n)
    for c in range(3):
        n = n - (n[..., c] // H[c][c])[..., None] * np.array(H[c])
    return (n[..., 0] * H[1][1] + n[..., 1]) * H[2][2] + n[..., 2]


def representatives(H):
    return np.array(list(product(*(range(H[c][c]) for c in range(3)))))


@lru_cache(None)
def addition_table(H):
    n = representatives(H)
    return class_of(H, n[:, None] + n[None])


def normal_form(points):
    q = sorted(tuple(int(x) for x in p) for p in points)
    return tuple(tuple(a - b for a, b in zip(p, q[0])) for p in q)


def make_figure(points):
    orbit = sorted({normal_form(np.array(points) @ op) for op in OPS})
    edges = sorted((sum((a - b) ** 2 for a, b in zip(p, q)) // 2
                    for p, q in combinations(points, 2)), reverse=True)
    offsets = lattice_coords(np.array(orbit)[:, 1:])
    return Figure(edges[0], len(points), tuple(edges), offsets), orbit


def build_figures(max_shell, with_triplets):
    vecs = [v for v in product(range(-4, 5), repeat=3)
            if sum(v) % 2 == 0 and 0 < sum(x * x for x in v) <= 2 * max_shell]
    zero = (0, 0, 0)
    sets = [(zero, v) for v in vecs]
    if with_triplets:
        sets += [(zero, a, b) for a, b in combinations(vecs, 2)
                 if sum((x - y) ** 2 for x, y in zip(a, b)) <= 2 * max_shell]
    seen, found = set(), []
    for pts in sets:
        if normal_form(pts) not in seen:
            fig, orbit = make_figure(pts)
            seen.update(orbit)
            found.append((fig.shell, fig.size, fig.edges, orbit[0], fig))
    return [x[-1] for x in sorted(found, key=lambda x: x[:4])]


def figure_sum(H, configs, fig):
    """Integer sum of spin products over sites and orientations."""
    N, table = configs.shape[1], addition_table(H)
    cls = class_of(H, fig.offsets)
    codes, counts = np.unique(cls @ N ** np.arange(cls.shape[1]),
                              return_counts=True)
    total = np.zeros(len(configs), dtype=int)
    for code, count in zip(codes, counts):
        prod = configs
        for _ in range(cls.shape[1]):
            prod = prod * configs[:, table[code % N]]
            code //= N
        total += count * prod.sum(axis=1, dtype=int)
    return total


def correlation(H, s, fig):
    return figure_sum(H, s[None], fig)[0] / (len(s) * len(fig.offsets)) + 0.0


@lru_cache(None)
def fillings(N):
    """Balanced fillings with site 0 = A (colour reversal gives the rest)."""
    picks = np.array(list(combinations(range(1, N), N // 2 - 1)), dtype=int)
    out = -np.ones((len(picks), N), dtype=np.int8)
    out[:, 0] = 1
    if N > 2:
        out[np.arange(len(picks))[:, None], picks] = 1
    return out


def search(N, figs):
    pool = [(H, fillings(N)) for H in distinct_cells(N)]
    total = len(pool) * len(fillings(N))
    for fig in figs:
        sums = [np.abs(figure_sum(H, c, fig)) for H, c in pool]
        low = min(x.min() for x in sums)
        pool = [(H, c[x == low]) for (H, c), x in zip(pool, sums)
                if x.min() == low]
    return pool[0][0], pool[0][1][0], total, sum(len(c) for _, c in pool)


def first_mismatch(H, s, figs):
    return next((f for f in figs if figure_sum(H, s[None], f)[0] != 0), None)


def deviation_key(H, s, figs):
    return tuple(Fraction(abs(int(figure_sum(H, s[None], f)[0])),
                          len(s) * len(f.offsets)) for f in figs)


def compact_geometry(H):
    """Short repeat vectors and the shortest site vector of every class."""
    g = np.array([v for v in product(range(-12, 13), repeat=3)
                  if sum(v) % 2 == 0])
    g = g[np.lexsort((-g[:, 2], -g[:, 1], -g[:, 0], (g * g).sum(1)))]
    cls = class_of(H, lattice_coords(g))
    sites = g[np.unique(cls, return_index=True)[1]]
    rep = g[cls == 0][1:]
    v1 = rep[0]
    v2 = next(v for v in rep if np.any(np.cross(v1, v)))
    v3 = next(v for v in rep
              if abs(int(np.dot(np.cross(v1, v2), v))) == 2 * len(sites))
    return np.array([v1, v2, v3]), sites


def cartesian_count(basis, sites, s):
    """Neighbour sums from atom positions alone, without class tables."""
    images = np.array(list(product(range(-9, 10), repeat=3))) @ basis
    pts = (sites[:, None] + images[None]).reshape(-1, 3)
    spin = np.repeat(s.astype(int), len(images))
    pair, npair = np.zeros(9), np.zeros(9)
    tri, ntri = np.zeros(1000), np.zeros(1000)
    in_plane = np.zeros(3)
    for site, s0 in zip(sites, s.astype(int)):
        d = pts - site
        d2 = (d * d).sum(1)
        near = (d2 > 0) & (d2 <= 16)
        v, sv, m = d[near], spin[near], d2[near] // 2
        pair += np.bincount(m, s0 * sv, minlength=9)
        npair += np.bincount(m, minlength=9)
        for axis in range(3):
            in_plane[axis] += s0 * sv[(m == 1) & (v[:, axis] == 0)].sum()
        v, sv, m = v[m <= 6], sv[m <= 6], m[m <= 6]
        i, j = np.triu_indices(len(v), 1)
        third = ((v[i] - v[j]) ** 2).sum(1) // 2
        ok = third <= 6
        e = np.sort(np.stack([m[i], m[j], third])[:, ok], axis=0)
        code = 100 * e[2] + 10 * e[1] + e[0]
        tri += np.bincount(code, s0 * (sv[i] * sv[j])[ok], minlength=1000)
        ntri += np.bincount(code, minlength=1000)
    return pair, npair, tri, ntri, in_plane


def colour_reversible(H, configs):
    """True where some lattice symmetry turns the filling into its negative."""
    n, hit = representatives(H), np.zeros(len(configs), dtype=bool)
    for op in OPS:
        if rotated(H, op) == H:
            moved = configs[:, class_of(H, lattice_coords(n @ PRIM @ op))]
            for shift in addition_table(H):
                hit |= (moved[:, shift] == -configs).all(axis=1)
    return hit


# Round model parameters, rough for a copper-nickel film
a_nm, J1, T_anneal = 0.36, -5.0, 1000.0           # nm, meV, K
split_J, bulk_GPa, size_mismatch = 0.5, 160.0, 0.025  # meV, GPa, fraction

figs = build_figures(6, True)
pairs = build_figures(8, False)
triplets = [f for f in figs if f.size == 3]
tetra = make_figure([(0, 0, 0), (1, 1, 0), (1, 0, 1), (0, 1, 1)])[0]


def pair_energy(H, s):
    return sum(J1 / f.shell ** 3 * len(f.offsets) * correlation(H, s, f)
               for f in pairs)


print(f"a = {a_nm} nm, J1 = {J1} meV, anneal T = {T_anneal:.0f} K")
print(f"Figures to shell 6: {len(figs)-len(triplets)} pairs, "
      f"{len(triplets)} triplets")
print("N | cells | structures | tied | first mismatch, Pi | "
      "pair-only shell | dE meV/site")
best, keys = {}, {}
for N in (2, 4, 6, 8, 12, 16):
    H, s, total, tied = search(N, figs)
    best[N], keys[N] = (H, s), deviation_key(H, s, figs)
    miss = first_mismatch(H, s, figs)
    Hp, sp, _, _ = search(N, pairs)
    pmiss = first_mismatch(Hp, sp, pairs)
    assert (pmiss.shell if pmiss else 9) >= (miss.shell if miss else 7)
    text = "none to shell 6" if miss is None else (
        f"shell {miss.shell} {'pair' if miss.size == 2 else 'triplet'} "
        f"{miss.edges}, {correlation(H, s, miss):+.4f}")
    print(f"{N} | {len(distinct_cells(N))} | {total} | {tied} | {text} | "
          f"{pmiss.shell if pmiss else '>8'} | {pair_energy(H, s):+.3f}")

# A larger cell that contains the smaller one can never do worse
for small, large in ((2, 4), (4, 8), (8, 16), (4, 12), (6, 12), (2, 6)):
    assert keys[large] <= keys[small]

# Burnside count of symmetry-distinct cells
fixed = sum(rotated(H, op) == H for H in all_cells(8) for op in OPS)
assert fixed == 48 * len(distinct_cells(8))

# Search without symmetry reduction and without filtering
lowest = None
for H in all_cells(8):
    sums = np.abs(np.stack([figure_sum(H, fillings(8), f) for f in figs], 1))
    here = min(map(tuple, sums.tolist()))
    lowest = here if lowest is None else min(lowest, here)
assert keys[8] == tuple(Fraction(x, 8 * len(f.offsets))
                        for x, f in zip(lowest, figs))
print(f"Unreduced N=8 check: {len(all_cells(8))} cells, same optimum")

aniso = {}
for N in (8, 16):
    H, s = best[N]
    basis, sites = compact_geometry(H)
    pair, npair, tri, ntri, in_plane = cartesian_count(basis, sites, s)
    for f in pairs:
        assert npair[f.shell] == 2 * N * len(f.offsets)
        assert abs(pair[f.shell] / npair[f.shell]
                   - correlation(H, s, f)) < 1e-12
    for edges in {f.edges for f in triplets}:
        same = [f for f in triplets if f.edges == edges]
        code = 100 * edges[0] + 10 * edges[1] + edges[2]
        assert ntri[code] == 3 * N * sum(len(f.offsets) for f in same)
        assert tri[code] == 3 * sum(figure_sum(H, s[None], f)[0] for f in same)
    direct_E = sum(J1 / m ** 3 * pair[m] for m in range(1, 9)) / (2 * N)
    assert abs(direct_E - pair_energy(H, s)) < 1e-10
    # Bond splitting in a film whose normal is each cube axis in turn
    nn, rows = pairs[0], []
    r = nn.offsets[:, 0] @ PRIM
    for axis in range(3):
        p_in = correlation(H, s, nn._replace(offsets=nn.offsets[r[:, axis] == 0]))
        p_out = correlation(H, s, nn._replace(offsets=nn.offsets[r[:, axis] != 0]))
        formula = (6 * J1 * correlation(H, s, nn)
                   + 4 / 3 * split_J * (p_in - p_out))
        J_in, J_out = J1 + 2 * split_J / 3, J1 - split_J / 3
        bonds = (J_in * in_plane[axis]
                 + J_out * (pair[1] - in_plane[axis])) / (2 * N)
        assert abs(formula - bonds) < 1e-10
        rows.append((p_in, p_out, 4 / 3 * split_J * (p_in - p_out)))
    aniso[N] = rows
    show = lambda vs: " ".join("(%d,%d,%d)" % tuple(v) for v in vs)
    print(f"N={N} repeat vectors (a/2): {show(basis)}")
    print(f"  A sites (a/2): {show(sites[s == 1])}")
    print(f"  B sites (a/2): {show(sites[s == -1])}")
    print(f"  shortest repeat = {a_nm/2*np.linalg.norm(basis[0]):.3f} nm; "
          f"colour-reversing symmetry: {bool(colour_reversible(H, s[None])[0])}; "
          f"tetrahedron Pi = {correlation(H, s, tetra):+.4f}")

print("shell | r nm | z | Pi2 N=8 | max|Pi3| N=8 | Pi2 N=16 | max|Pi3| N=16")
for f in pairs:
    cols = []
    for N in (8, 16):
        t = [abs(correlation(*best[N], g)) for g in triplets
             if g.shell == f.shell]
        cols += [f"{correlation(*best[N], f):+.4f}",
                 f"{max(t):.4f}" if t else "not searched"]
    print(f"{f.shell} | {a_nm*np.sqrt(f.shell/2):.3f} | {2*len(f.offsets)} | "
          + " | ".join(cols))

# Gaussian-weighted pair sum: must tend to -1, so some pair shell is non-zero
H8, s8 = best[8]
auto = np.array([np.mean(s8.astype(float) * s8[t]) for t in addition_table(H8)])
alpha, R, gauss_sum = 0.005, 78, 0.0
y, z = np.meshgrid(np.arange(-R, R + 1), np.arange(-R, R + 1), indexing="ij")
for x in range(-R, R + 1):
    even = (x + y + z) % 2 == 0
    r = np.stack([np.full(even.sum(), x), y[even], z[even]], axis=1)
    gauss_sum += np.sum(auto[class_of(H8, lattice_coords(r))]
                        * np.exp(-alpha * (r * r).sum(1)))
gauss_sum -= 1.0                                  # remove the d = 0 term
assert abs(gauss_sum + 1) < 1e-4
print(f"Gaussian pair sum N=8, alpha = {4*alpha:.2f}/a^2: {gauss_sum:.6f}")

# Colour-reversing symmetry forces every triplet correlation to vanish
n_rev = n_all = n_zero = 0
for H in distinct_cells(8):
    rev = colour_reversible(H, fillings(8))
    t = np.stack([figure_sum(H, fillings(8), f) for f in triplets], axis=1)
    assert not np.any(t[rev])
    n_rev, n_all = n_rev + int(rev.sum()), n_all + len(rev)
    n_zero += int((t == 0).all(axis=1).sum())
assert 0 < n_rev < n_all
print(f"N=8 fillings: {n_all}; colour-reversible: {n_rev}; "
      f"all listed triplets zero: {n_zero}")

# Average over random balanced fillings of the chosen cell
for f in pairs:
    vals = figure_sum(H8, fillings(8), f) / (8 * len(f.offsets))
    frac = np.mean(class_of(H8, f.offsets) == 0)
    assert abs(vals.mean() - (frac - (1 - frac) / 7)) < 1e-12
    if f.shell == 1:
        print(f"Random filling of N=8 cell, shell 1: repeat fraction "
              f"{frac:.4f}, mean Pi {vals.mean():+.4f}, "
              f"rms {np.sqrt(np.mean(vals**2)):.4f}")

# Thermal short-range order: series against exact sum on a 20-site cluster
nn_vecs = [v for v in product((-1, 0, 1), repeat=3)
           if sum(x * x for x in v) == 2]
end = (1, 1, 0)
around = set(nn_vecs) | {tuple(x + y for x, y in zip(end, v)) for v in nn_vecs}
cluster = [(0, 0, 0), end] + sorted(around - {(0, 0, 0), end})
P = np.array(cluster)
adj = (((P[:, None] - P[None]) ** 2).sum(-1) == 2).astype(int)
n2 = int((adj @ adj)[0, 1])
n3 = int(sum(adj[i, j] for i in range(2, len(P)) for j in range(2, len(P))
             if adj[0, i] and adj[1, j]))
states = np.arange(2 ** (len(P) - 1))
spins = [np.ones(len(states), dtype=np.int8)]
spins += [(2 * ((states >> b) & 1) - 1).astype(np.int8)
          for b in range(len(P) - 1)]
bond_sum = np.zeros(len(states), dtype=np.int16)
for i, j in combinations(range(len(P)), 2):
    if adj[i, j]:
        bond_sum += spins[i] * spins[j]


def cluster_order(K):
    w = np.exp(K * bond_sum.astype(float))
    return np.sum(w * spins[1]) / np.sum(w)


def series_order(K):
    v = np.tanh(K)
    return v + n2 * v ** 2 + n3 * v ** 3


assert abs(cluster_order(0.005) - series_order(0.005)) < 300 * 0.005 ** 4
kT = const.k * T_anneal / const.e * 1000
K = -J1 / kT
sro = series_order(K)
print(f"kT = {kT:.2f} meV, -J1/kT = {K:.4f}; paths n2 = {n2}, n3 = {n3}")
print(f"Neglected order: Pi1 series = {sro:+.4f}, "
      f"{len(P)}-site cluster = {cluster_order(K):+.4f}")
print(f"  its nearest-neighbour energy = {6*J1*sro:+.2f} meV/site")

print(f"Film bond splitting J_in - J_out = {split_J} meV")
for N in (8, 16):
    for name, (p_in, p_out, e) in zip("xyz", aniso[N]):
        print(f"  N={N} normal {name}: Pi_in {p_in:+.4f}, "
              f"Pi_out {p_out:+.4f}, extra E {e:+.3f} meV/site")

volume = (a_nm * 1e-9) ** 3 / 4
elastic = (0.5 * bulk_GPa * 1e9 * volume * (3 * size_mismatch / 2) ** 2
           / const.e * 1000)
print(f"Size-mismatch scale (B = {bulk_GPa:.0f} GPa, "
      f"mismatch {100*size_mismatch:.1f} %): {elastic:.1f} meV/site")
print("PASS")
```

It prints:

```
a = 0.36 nm, J1 = -5.0 meV, anneal T = 1000 K
Figures to shell 6: 6 pairs, 23 triplets
N | cells | structures | tied | first mismatch, Pi | pair-only shell | dE meV/site
2 | 2 | 2 | 1 | shell 2 pair (2,), -1.0000 | 2 | +1.470
4 | 7 | 21 | 2 | shell 2 pair (2,), -0.3333 | 2 | +0.659
6 | 10 | 100 | 6 | shell 2 pair (2,), +0.1111 | 2 | +0.335
8 | 20 | 700 | 8 | shell 3 pair (3,), -0.0833 | 3 | +0.060
12 | 41 | 18942 | 12 | shell 2 pair (2,), -0.1111 | 3 | +0.243
16 | 58 | 373230 | 112 | none to shell 6 | 8 | +0.029
Unreduced N=8 check: 155 cells, same optimum
N=8 repeat vectors (a/2): (0,1,1) (2,-1,1) (2,3,-3)
  A sites (a/2): (0,0,0) (1,1,0) (1,0,1) (1,2,-1)
  B sites (a/2): (2,1,-1) (-1,0,1) (0,1,-1) (0,-1,1)
  shortest repeat = 0.255 nm; colour-reversing symmetry: True; tetrahedron Pi = +0.0000
N=16 repeat vectors (a/2): (0,1,1) (4,2,-2) (4,-2,2)
  A sites (a/2): (0,0,0) (1,1,0) (2,1,-1) (1,0,1) (-1,-1,2) (0,-1,1) (-1,2,-1) (-2,0,0)
  B sites (a/2): (-1,0,1) (2,0,0) (2,-1,1) (0,2,-2) (1,-1,2) (-1,1,0) (0,1,-1) (1,2,-1)
  shortest repeat = 0.255 nm; colour-reversing symmetry: True; tetrahedron Pi = +0.0000
shell | r nm | z | Pi2 N=8 | max|Pi3| N=8 | Pi2 N=16 | max|Pi3| N=16
1 | 0.255 | 12 | +0.0000 | 0.0000 | +0.0000 | 0.0000
2 | 0.360 | 6 | +0.0000 | 0.0000 | +0.0000 | 0.0000
3 | 0.441 | 24 | -0.0833 | 0.0000 | +0.0000 | 0.0000
4 | 0.509 | 12 | +0.5000 | 0.0000 | +0.0000 | 0.0000
5 | 0.569 | 24 | -0.1667 | 0.0000 | +0.0000 | 0.0000
6 | 0.624 | 8 | +0.0000 | 0.0000 | +0.0000 | 0.0000
7 | 0.673 | 48 | -0.0833 | not searched | +0.0000 | not searched
8 | 0.720 | 6 | +0.0000 | not searched | -1.0000 | not searched
Gaussian pair sum N=8, alpha = 0.02/a^2: -1.000000
N=8 fillings: 700; colour-reversible: 596; all listed triplets zero: 596
Random filling of N=8 cell, shell 1: repeat fraction 0.1667, mean Pi +0.0476, rms 0.1737
kT = 86.17 meV, -J1/kT = 0.0580; paths n2 = 4, n3 = 22
Neglected order: Pi1 series = +0.0757, 20-site cluster = +0.0769
  its nearest-neighbour energy = -2.27 meV/site
Film bond splitting J_in - J_out = 0.5 meV
  N=8 normal x: Pi_in +0.5000, Pi_out -0.2500, extra E +0.500 meV/site
  N=8 normal y: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
  N=8 normal z: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
  N=16 normal x: Pi_in +0.5000, Pi_out -0.2500, extra E +0.500 meV/site
  N=16 normal y: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
  N=16 normal z: Pi_in -0.2500, Pi_out +0.1250, extra E -0.250 meV/site
Size-mismatch scale (B = 160 GPa, mismatch 2.5 %): 8.2 meV/site
PASS
```
